# Isotherm of the One-Dimensional Lattice Gas with Neighbour Interactions, part 1

(Sections cited here and not found follow in the second part.)

## The infinite row and its slope at half coverage

Take two adjacent adsorption sites, each empty or holding one molecule. Let an isolated adsorbed molecule carry the statistical weight \(z\), which grows with gas pressure, and let two molecules side by side have the extra energy \(w\). With \(\beta=1/kT\) and

\[
a=e^{\beta w},
\tag{1}
\]

the four configurations have weights \(1\) (both empty), \(z\) and \(z\) (one occupied), and \(z^2/a\) (both occupied). The mean occupation per site is

\[
\theta=\frac{1}{2}\,\frac{2z+2z^2/a}{1+2z+z^2/a}.
\]

Setting \(\theta=1/2\) gives \(2z+2z^2/a=1+2z+z^2/a\), so \(z=\sqrt a\). There the weights are \(1,\sqrt a,\sqrt a,1\).

The slope of the isotherm follows from the fluctuations. For any set of sites, write the sum of all weights as \(\Xi=\sum_X W_X z^X\), where \(X\) is the number of molecules and \(W_X\) does not depend on \(z\). Then \(\langle X\rangle=d\ln\Xi/d\ln z\), and a second differentiation gives

\[
\frac{d\langle X\rangle}{d\ln z}=\langle X^2\rangle-\langle X\rangle^2 .
\tag{2}
\]

For the pair at half coverage \(\langle X\rangle=1\). Only the empty and full configurations deviate from this mean, each by one molecule, so the variance is \(2/(2+2\sqrt a)\). Dividing by the two sites,

\[
\left.\frac{d\theta}{d\ln z}\right|_{\text{pair}}=\frac{1}{2(1+\sqrt a)} .
\]

Without interaction \(a=1\) and the slope is \(1/4\). With attraction, \(w<0\), cooling sends \(a\) to zero and the slope rises to \(1/2\), but no further.

A limit of this kind holds for any finite number \(N\) of sites. Since \(X\) lies between \(0\) and \(N\), its squared distance from \(N/2\) is at most \(N^2/4\), and the variance cannot exceed the mean squared distance from any fixed point. By (2) the slope per site is at most \(N/4\). This bound grows with \(N\), so it does not tell us whether the slope of an infinite row is finite. That requires a solution for the row.

**The model.** Number the sites \(i=1,\dots,N\) and let \(n_i=0\) or \(1\) be their occupations. The sites are equivalent, and only nearest neighbours interact:

\[
E_{\text{int}}=w\sum_{i=1}^{N}n_in_{i+1},\qquad n_{N+1}=n_1 .
\tag{3}
\]

Negative \(w\) means attraction and positive \(w\) repulsion; \(w\) is finite. Closing the row into a ring makes all sites equivalent and does not affect the bulk of a long row. The layer is in equilibrium with a gas of chemical potential \(\mu\). The activity \(z\) contains \(e^{\beta\mu}\), the binding energy to the site and the vibrations of the adsorbed molecule. At fixed temperature, therefore, \(d\ln z=\beta\,d\mu\). For an ideal gas \(e^{\beta\mu}\) is proportional to the pressure \(p\), so that

\[
z=\frac{p}{p_0(T)} ,
\tag{4}
\]

where \(p_0\) is the pressure at which an isolated site is half full. All derivatives below are taken at fixed temperature.

**The transfer matrix.** The sum over configurations is

\[
\Xi=\sum_{n_1,\dots,n_N}\ \prod_{i=1}^{N} z^{(n_i+n_{i+1})/2}\,e^{-\beta w n_in_{i+1}} .
\]

Each site belongs to two bonds and receives a factor \(z^{n_i/2}\) from each, which together give the required \(z^{n_i}\). Each factor in the product depends on two neighbouring occupations, so it is an element of a \(2\times2\) matrix. With the empty state first,

\[
M=\begin{pmatrix}1&\sqrt z\\ \sqrt z& z/a\end{pmatrix},
\qquad \Xi=\operatorname{Tr}M^N=\lambda_+^N+\lambda_-^N .
\tag{5}
\]

The sums over \(n_2,\dots,n_N\) are matrix multiplications, and the sum over \(n_1\) takes the trace. The last equality holds because \(M\) is symmetric and can be diagonalized.

To find the eigenvalues, define \(h\) by

\[
h=\tfrac12(\ln z-\beta w),\qquad \frac{z}{a}=e^{2h}.
\tag{6}
\]

The trace of \(M\) is \(1+e^{2h}\). Its determinant is \(z/a-z=e^{2h}(1-a)\). The characteristic equation therefore has the roots

\[
\lambda_\pm=\tfrac12\left[1+e^{2h}\pm\sqrt{(1+e^{2h})^2-4e^{2h}(1-a)}\right].
\]

Under the root, \((1+e^{2h})^2-4e^{2h}=(1-e^{2h})^2\). Now use \(1+e^{2h}=2e^h\cosh h\) and \((1-e^{2h})^2=4e^{2h}\sinh^2h\). The root becomes \(2e^h\sqrt{\sinh^2h+a}\), and

\[
\lambda_\pm=e^h(\cosh h\pm R),\qquad R=\sqrt{\sinh^2h+a}.
\tag{7}
\]

At nonzero temperature and finite \(w\) the number \(a\) is positive, so \(R>0\) for every real \(h\). Then \(\lambda_+-\lambda_-=2e^hR>0\) and \(\lambda_++\lambda_-=2e^h\cosh h>0\). Together these inequalities say that \(|\lambda_-|<\lambda_+\).

**The infinite row.** Put \(q=\lambda_-/\lambda_+\), so that \(|q|<1\). From (5),

\[
\frac{\ln\Xi}{N}=\ln\lambda_++\frac{1}{N}\ln(1+q^N).
\tag{8}
\]

The second term vanishes as \(N\to\infty\). Its derivatives must vanish too if the coverage and the slope are to come from \(\ln\lambda_+\) alone. With primes for derivatives with respect to \(\ln z\), the first derivative of that term is \(q^{N-1}q'/(1+q^N)\), and the second is

\[
\frac{(N-1)q^{N-2}q'^2+q^{N-1}q''}{1+q^N}-\frac{Nq^{2N-2}q'^2}{(1+q^N)^2}.
\]

On any bounded interval of \(\ln z\), \(|q|\) stays below some number smaller than one, while \(q'\) and \(q''\) are bounded. Powers of \(q\) then outweigh the factors of \(N\), and both derivatives go to zero.

The coverage of the infinite row is therefore \(\theta=d\ln\lambda_+/d\ln z\). By (6), \(dh/d\ln z=1/2\). Since \(dR/dh=\sinh h\cosh h/R\),

\[
\frac{d\ln\lambda_+}{dh}
=1+\frac{\sinh h+\sinh h\cosh h/R}{\cosh h+R}
=1+\frac{\sinh h}{R}.
\]

The last step takes the common factor \((R+\cosh h)/R\) out of the numerator. Hence

\[
\theta=\frac12\left[1+\frac{\sinh h}{\sqrt{\sinh^2h+a}}\right].
\tag{9}
\]

For \(a=1\) the root is \(\cosh h\), and (9) becomes \(\theta=(1+\tanh h)/2=z/(1+z)\), the Langmuir isotherm of independent sites.

**Half coverage.** Equation (9) gives \(\theta=1/2\) when \(\sinh h=0\), that is, at \(h=0\) or \(z=a\). The symmetry between molecules and vacancies explains this position. Replacing every \(n_i\) by \(1-n_i\) changes the interaction energy to \(wN-2w\sum n_i+w\sum n_in_{i+1}\). Vacancies therefore attract or repel as molecules do, and they have the activity \(a^2/z\). By (6) the exchange reverses the sign of \(h\), and half coverage lies at the point that it leaves unchanged.

For the slope, differentiate the fraction in (9):

\[
\frac{d}{dh}\frac{\sinh h}{R}
=\frac{\cosh h}{R}-\frac{\sinh^2h\cosh h}{R^3}
=\frac{a\cosh h}{R^3},
\]

because \(R^2-\sinh^2h=a\). One factor \(1/2\) comes from (9) and another from \(dh/d\ln z\), so

\[
\frac{d\theta}{d\ln z}=\frac{a\cosh h}{4(\sinh^2h+a)^{3/2}} .
\tag{10}
\]

At \(h=0\) this is \(a/(4a^{3/2})\), or

\[
\left.\frac{d\theta}{d\ln z}\right|_{\theta=1/2}=\frac14\,e^{-\beta w/2}.
\tag{11}
\]

This is the result sought. For finite \(w\) and \(T>0\) the exponential is finite and positive. The same is true of the slope against chemical potential, \(\beta e^{-\beta w/2}/4\), and of the slope against pressure, \(e^{-\beta w/2}/(4p)\), since half coverage is reached at the nonzero pressure \(p=ap_0\).

Attraction makes the isotherm steeper than Langmuir's and repulsion makes it flatter. As \(T\to0\) the slope (11) diverges for attraction and vanishes for repulsion. Finite slope at every nonzero temperature thus does not mean that one bound serves all temperatures. Nor does the result cover \(w=+\infty\), for which half coverage would need infinite activity.

**Other coverages.** An isotherm could be smooth at its midpoint and still be vertical elsewhere. To exclude this, set \(u=\sinh^2h\) in (10), call the slope \(S\), and differentiate its logarithm:

\[
\frac{d\ln S}{du}=\frac{1}{2(1+u)}-\frac{3}{2(u+a)}
=\frac{a-3-2u}{2(1+u)(u+a)} .
\tag{12}
\]

If \(a\le3\), the slope falls as \(u\) grows from zero, so half coverage is the steepest point. This includes every attractive interaction. If \(a>3\), the slope first rises and has its maximum at \(u=(a-3)/2\). There \(1+u=(a-1)/2\) and \(u+a=3(a-1)/2\), which gives

\[
S_{\max}=\frac a4\left(\frac{a-1}{2}\right)^{1/2}\left(\frac{2}{3(a-1)}\right)^{3/2}
=\frac{a}{6\sqrt3\,(a-1)} .
\tag{13}
\]

This too is finite. At \(\beta w=2\), for example, the slope is 0.092 at half coverage and reaches 0.111 at coverages 0.26 and 0.74.

Strong repulsion produces a plateau around half coverage, where occupied and empty sites tend to alternate. A molecule added to a perfectly alternating row has two occupied neighbours and costs the energy \(2w\). The width of the plateau agrees with this cost. By (9), \(\theta\) leaves the neighbourhood of \(1/2\) when \(|\sinh h|\) becomes comparable with \(\sqrt a\), which for large \(a\) means \(|h|\approx\ln(2\sqrt a)\). Since \(\ln z\) changes by twice the change in \(h\), the plateau spans about \(4\ln(2\sqrt a)=2\beta w+4\ln2\) in \(\ln z\). In chemical potential this is \(2w\) plus a term of order \(kT\).

**Pressure as a function of coverage.** Let \(m=2\theta-1\). Squaring (9) gives \(m^2(\sinh^2h+a)=\sinh^2h\), and \(m\) has the sign of \(h\). Therefore

\[
\sinh h=\frac{\sqrt a\,m}{\sqrt{1-m^2}},\qquad p=p_0\,a\,e^{2h}.
\tag{14}
\]

Coverages \(\theta\) and \(1-\theta\) belong to opposite values of \(h\). For \(\theta>1/2\), the pressures at which they occur differ by the factor

\[
\frac{p(\theta)}{p(1-\theta)}
=\exp\left[4\,\operatorname{arsinh}\frac{\sqrt a\,m}{\sqrt{1-m^2}}\right].
\tag{15}
\]

Under strong attraction \(a\) is small and the exponent is close to \(4\sqrt a\,m/\sqrt{1-m^2}\). The interval of \(\ln p\) over which the row fills then shrinks as \(e^{-\beta|w|/2}\). It closes in the limit of zero temperature, and at any temperature above zero it remains open.

## Domain walls, mean field and a row of benzene molecules

The second half uses the following symbols and results. Neighbouring molecules have the interaction energy \(w\), \(\beta=1/kT\), \(a=e^{\beta w}\), and \(z=p/p_0\) is the activity. With \(h=(\ln z-\beta w)/2\) and \(R=\sqrt{\sinh^2h+a}\), the transfer matrix \(M\) has eigenvalues \(\lambda_\pm=e^h(\cosh h\pm R)\), whose ratio is \(q=\lambda_-/\lambda_+\). The coverage is \(\theta=(1+\sinh h/R)/2\). Half coverage lies at \(h=0\), where \(z=a\) and \(d\theta/d\ln z=e^{-\beta w/2}/4\).

**Correlations.** By (2), the slope measures fluctuations in the number of molecules. These depend on how far the occupation of one site influences others. Let \(D\) be the diagonal matrix with elements \(0\) and \(1\), which records the occupation of a site. For two sites a distance \(r\) apart on the ring,

\[
\langle n_0n_r\rangle=\frac{\operatorname{Tr}(DM^rDM^{N-r})}{\operatorname{Tr}M^N}.
\]

As \(N\to\infty\), the long power \(M^{N-r}\) retains only the normalized eigenvector \(v_+\) of \(\lambda_+\). The same limit for a single site gives \(\theta=v_+^{\mathsf T}Dv_+\), the square of the occupied component. Since \(M\) has positive elements, the components of \(v_+\) can be taken positive. Hence \(v_+=(\sqrt{1-\theta},\sqrt\theta)\), and the orthogonal eigenvector is \(v_-=(\sqrt\theta,-\sqrt{1-\theta})\). Expanding \(M^r\) in these two vectors gives

\[
\langle n_0n_r\rangle-\theta^2=\theta(1-\theta)\,q^r ,
\tag{16}
\]

because \((v_+^{\mathsf T}Dv_-)^2=\theta(1-\theta)\). For \(q\neq0\) the correlation falls to \(1/e\) of its value in magnitude over \(\xi=-1/\ln|q|\) sites.

The variance per site is the sum of (16) over all distances in both directions:

\[
\frac{d\theta}{d\ln z}=\theta(1-\theta)\left[1+2\sum_{r=1}^{\infty}q^r\right]
=\theta(1-\theta)\,\frac{1+q}{1-q}.
\tag{17}
\]

This agrees with (10). From (9), \(\theta(1-\theta)=(1-\sinh^2h/R^2)/4=a/(4R^2)\). From (7), \((1+q)/(1-q)=(\lambda_++\lambda_-)/(\lambda_+-\lambda_-)=\cosh h/R\). Their product is \(a\cosh h/(4R^3)\). An infinite slope would require correlations whose sum diverges, and \(|q|<1\) excludes that.

**Domain walls.** At half coverage \(z=a\), and the transfer matrix takes the form

\[
M=\begin{pmatrix}1&\sqrt a\\ \sqrt a&1\end{pmatrix}.
\tag{18}
\]

A bond between like neighbours has weight \(1\), and a bond between an occupied and an empty site has weight \(\sqrt a=e^{\beta w/2}\). For attraction the unlike bond is a wall between a filled and an empty stretch, and it costs the energy \(|w|/2\). The eigenvalues of (18) are \(1\pm\sqrt a\), so

\[
q=\frac{1-\sqrt a}{1+\sqrt a}=-\tanh\frac{\beta w}{4}.
\tag{19}
\]

Two neighbours differ with probability \(2(\theta-\langle n_0n_1\rangle)\), which by (16) equals \(2\theta(1-\theta)(1-q)\). At half coverage this is

\[
P_{\text{unlike}}=\frac{1-q}{2}=\frac{\sqrt a}{1+\sqrt a}=\frac{1}{1+e^{-\beta w/2}} .
\tag{20}
\]

The mean length of a stretch of like sites is the number of sites per wall, \(1/P_{\text{unlike}}=1+e^{-\beta w/2}\).

This is the physical reason for the finite slope. In one dimension a wall is a single bond, and its cost does not grow with the size of the regions it separates. At any nonzero temperature walls have a nonzero density, and they cut the row into stretches of finite mean length. A macroscopic filled region cannot coexist with a macroscopic empty one.

For finite \(w\) and any nonzero temperature, the infinite row has a finite isotherm slope at every coverage, equal to \(e^{-\beta w/2}/4\) at half coverage. What remains is to examine the order of the limits, compare the result with mean field, and apply the model to an illustrative row of benzene molecules, including the effects it leaves out.
